A quantum Drude oscillator is a particle of charge $q$ and mass $\mu$, bound harmonically with angular frequency $\omega$ to a fixed centre of charge $-q$. It is a model of a neutral, spherical, polarizable atom, and its three parameters are effective ones: the particle need not have the charge or the mass of an electron. Formulas are written in Gaussian form, $4\pi\varepsilon_0=1$, with $\hbar$ kept; numbers are in atomic units. The dispersion coefficients of a pair at distance $R$ are defined by the large-distance form of the interaction energy,

$$E(R)=-\frac{C_6}{R^6}-\frac{C_8}{R^8}-\frac{C_{10}}{R^{10}}+O(R^{-11}),$$

so that a positive coefficient means attraction. The two oscillators are identical in their parameters, but their particles are treated as distinguishable, so there is no exchange. The motion is nonrelativistic and the Coulomb interaction is instantaneous, which requires $R\ll c/\omega$.

The static polarizability $\alpha$ is defined by the energy $-\tfrac12\alpha F^2$ in a uniform field $F$. With the field along $z$, the potential energy along that axis is

$$\tfrac12\mu\omega^2z^2-qFz=\tfrac12\mu\omega^2\Big(z-\frac{qF}{\mu\omega^2}\Big)^2-\frac{q^2F^2}{2\mu\omega^2}.$$

The field displaces the oscillator without changing its frequency, so the last term is the whole energy shift, and

$$\alpha=\frac{q^2}{\mu\omega^2}.\tag{1}$$

Now place centre 1 at the origin and centre 2 at $\mathbf R=R\hat{\mathbf z}$, and let $\mathbf r_1,\mathbf r_2$ be the displacements of the particles from their own centres. The four Coulomb terms between the two oscillators are

$$V=q^2\left[\frac1R-\frac1{|\mathbf R+\mathbf r_2|}-\frac1{|\mathbf R-\mathbf r_1|}+\frac1{|\mathbf R+\mathbf r_2-\mathbf r_1|}\right].$$

Let $S_l(\mathbf d)=d^{\,l}P_l(\cos\theta)$, where $\theta$ is the angle between $\mathbf d$ and $\hat{\mathbf z}$. The generating function of the Legendre polynomials gives, for $d<R$,

$$\frac1{|\mathbf R+\mathbf d|}=\sum_{l=0}^\infty(-1)^l\frac{S_l(\mathbf d)}{R^{l+1}}.$$

The terms with $l=0$ add up to $1-1-1+1=0$, because each oscillator is neutral. For $l=1$, $S_1=z$ is linear, and $(z_2-z_1)-z_2-(-z_1)=0$. What remains is

$$V=q^2\sum_{l\ge2}\frac{W_l}{R^{l+1}},\qquad W_l=(-1)^l\big[S_l(\mathbf r_2-\mathbf r_1)-S_l(\mathbf r_2)-S_l(-\mathbf r_1)\big].\tag{2}$$

Since $S_2=z^2-\tfrac12(x^2+y^2)$, the first term is $W_2=x_1x_2+y_1y_2-2z_1z_2$, the dipole–dipole interaction. $W_3$ couples a dipole to a quadrupole.

The sum over excited states in second-order perturbation theory is short, because each $W_l$ excites the ground state by one definite energy. To see this, note two properties of $W_l$. It is a homogeneous polynomial of degree $l$ in the six coordinates. It is also harmonic in $\mathbf r_1$ and in $\mathbf r_2$ separately: $1/|\mathbf R+\mathbf d|$ satisfies Laplace's equation in $\mathbf d$ for every $R>d$, so each coefficient $S_l(\mathbf d)$ of its expansion does too, and replacing $\mathbf d$ by $\mathbf r_2-\mathbf r_1$ preserves this in either variable.

Let $\boldsymbol\rho=(\mathbf r_1,\mathbf r_2)$ be the six-dimensional position and $\nabla$ its gradient. The unperturbed Hamiltonian $H_0$ has the ground state $\varphi_0\propto e^{-\mu\omega\rho^2/2\hbar}$ with energy $E_0=3\hbar\omega$, and $\nabla\varphi_0=-(\mu\omega/\hbar)\boldsymbol\rho\,\varphi_0$. The product rule gives

$$H_0(W_l\varphi_0)=W_lH_0\varphi_0-\frac{\hbar^2}{2\mu}\big[\varphi_0\nabla^2W_l+2\nabla W_l\cdot\nabla\varphi_0\big].$$

The Laplacian of $W_l$ vanishes. The last term is $+\hbar\omega\,\varphi_0\,\boldsymbol\rho\cdot\nabla W_l$, and Euler's theorem for a homogeneous polynomial gives $\boldsymbol\rho\cdot\nabla W_l=lW_l$. Therefore

$$(H_0-E_0)\,W_l\varphi_0=l\hbar\omega\,W_l\varphi_0.\tag{3}$$

Thus $W_l\varphi_0$ is an eigenstate of $H_0$ with $l$ quanta. Eigenstates of different energy are orthogonal, which has two consequences. First, $W_l\varphi_0$ is orthogonal to $\varphi_0$, so the first-order energy $\langle V\rangle$ vanishes term by term. Second, terms with different $l$ do not mix in second order. In particular, the product of $W_2$ and $W_4$, which would also go as $R^{-8}$, contributes nothing. With averages taken in $\varphi_0$, the second-order energy is

$$E^{(2)}=-\sum_{l\ge2}\frac{q^4\langle W_l^2\rangle}{l\hbar\omega\,R^{2l+2}},\qquad C_{2l+2}=\frac{q^4\langle W_l^2\rangle}{l\hbar\omega}\quad(l=2,3,4).\tag{4}$$

The identification with the full coefficients for these three $l$ rests on the higher orders, which are examined below.

The averages are Gaussian. The density $|\varphi_0|^2$ gives every coordinate the variance

$$\sigma^2=\frac{\hbar}{2\mu\omega}.$$

For an isotropic three-dimensional Gaussian of variance $s^2$ per coordinate, the angular average of $P_l^2$ is $1/(2l+1)$. One integration by parts in the radial integral gives $\langle r^{2l}\rangle=(2l+1)s^2\langle r^{2l-2}\rangle$, hence $\langle r^{2l}\rangle=(2l+1)!!\,s^{2l}$. Together,

$$\langle S_l^2\rangle=\frac{\langle r^{2l}\rangle}{2l+1}=(2l-1)!!\,s^{2l}.\tag{5}$$

The difference $\mathbf r_2-\mathbf r_1$ is also an isotropic Gaussian variable, with variance $2\sigma^2$ per coordinate. By (2),

$$S_l(\mathbf r_2-\mathbf r_1)=S_l(\mathbf r_2)+S_l(-\mathbf r_1)+(-1)^lW_l,$$

and the three parts on the right are mutually orthogonal under the average. The first two are independent and each has zero angular average. For the first and third, hold $\mathbf r_2$ fixed and average over the directions of $\mathbf r_1$: a harmonic function averages over a sphere to its value at the centre, and $W_l$ vanishes at $\mathbf r_1=0$. The second and third are orthogonal by the same argument with the roles exchanged. The mean squares therefore add. Using (5) with $s^2=2\sigma^2$ on the left and $s^2=\sigma^2$ for the one-centre parts,

$$(2l-1)!!\,2^l\sigma^{2l}=2\,(2l-1)!!\,\sigma^{2l}+\langle W_l^2\rangle,$$

$$\langle W_l^2\rangle=(2l-1)!!\,(2^l-2)\,\sigma^{2l}.\tag{6}$$

For $l=2,3,4$ this is $3\cdot2=6$, $15\cdot6=90$ and $105\cdot14=1470$ times $\sigma^{2l}$. Division by $l$ in (4) yields

$$C_6=\frac{3q^4\sigma^4}{\hbar\omega},\qquad C_8=\frac{30q^4\sigma^6}{\hbar\omega}=10\sigma^2C_6,\qquad C_{10}=\frac{735}{2}\,\frac{q^4\sigma^8}{\hbar\omega}=\frac{245}{2}\sigma^4C_6.$$

Insert $q^4=\mu^2\omega^4\alpha^2$ from (1) and $\sigma^4=\hbar^2/(4\mu^2\omega^2)$ into the first of these. The mass cancels:

$$C_6=\frac{3}{\hbar\omega}\,\mu^2\omega^4\alpha^2\,\frac{\hbar^2}{4\mu^2\omega^2}=\frac34\,\hbar\omega\,\alpha^2.\tag{7}$$

With $\sigma^2=\hbar/(2\mu\omega)$ the other two become

$$C_8=\frac{5\hbar}{\mu\omega}\,C_6,\qquad C_{10}=\frac{245}{8}\Big(\frac{\hbar}{\mu\omega}\Big)^2C_6.\tag{8}$$

In atomic units $\hbar=1$ and the second coefficient reads $C_8=5C_6/(\mu\omega)$.

The ratio $C_8/C_6=10\sigma^2$ measures the size of the oscillator. If $\mu$ grows at fixed $\alpha$ and $\omega$, with $q^2$ growing in proportion, the charge cloud shrinks, $C_6$ stays the same, and $C_8$ and $C_{10}$ tend to zero. This is the limit of point dipoles.

It remains to show that higher orders leave these coefficients alone. Since every $W_l/R^{l+1}$ falls off at least as $R^{-3}$, order $n$ starts no earlier than $R^{-3n}$, and fourth order starts no earlier than $R^{-12}$. For third order, (3) gives the first-order wave function

$$\psi^{(1)}=-q^2\sum_l\frac{W_l\varphi_0}{l\hbar\omega R^{l+1}},$$

and, because every term of the series (2) averages to zero,

$$E^{(3)}=\langle\psi^{(1)}|V|\psi^{(1)}\rangle=\frac{q^6}{\hbar^2\omega^2}\sum_{a,b,c}\frac{\langle W_aW_bW_c\rangle}{ac\,R^{a+b+c+3}}.$$

At $R^{-9}$ the only product is $W_2^3$, which is of degree three in $\mathbf r_1$, and an odd degree averages to zero. At $R^{-10}$ the product contains $W_2$ twice and $W_3$ once. Each term of $W_3$ is of degree one in one displacement and two in the other, so the total degrees are three and four, and the average again vanishes. At $R^{-11}$ parity no longer forbids a contribution; $\langle W_2^2W_4\rangle$, for example, is not zero. Hence (7) and (8) are the full coefficients of the model.

The leading coefficient can also be obtained without perturbation theory. Keep the dipole–dipole term alone. The sums and differences of the displacements then decouple, with frequencies $\omega\sqrt{1\pm k}$ for each of $x$ and $y$ and $\omega\sqrt{1\pm2k}$ for $z$, where $k=\alpha/R^3$. Since $\sqrt{1+u}+\sqrt{1-u}=2-u^2/4+O(u^4)$, the change in zero-point energy is

$$\frac{\hbar\omega}{2}\Big[-2\,\frac{k^2}{4}-\frac{(2k)^2}{4}\Big]+O(k^4)=-\frac34\hbar\omega\frac{\alpha^2}{R^6}+O(R^{-12}),$$

in agreement with (7). The attraction is a lowering of zero-point energy by correlated motion. The dipole-coupled model breaks down at $2\alpha/R^3=1$, where one frequency reaches zero.

The second-order series in $1/R$ diverges at every $R$, so it can serve only as an asymptotic series, cut off after a few terms. From (4) and (6), the ratio of successive second-order terms is

$$\frac{(2l+1)\,l\,(2^{l+1}-2)}{(l+1)(2^l-2)}\,\frac{\sigma^2}{R^2}\;\approx\;\frac{4l\sigma^2}{R^2}\qquad(l\gg1),$$

which exceeds one for large enough $l$ at any $R$. The origin is the Gaussian tail of the density. Expansion (2) requires $|\mathbf r_1|$, $|\mathbf r_2|$ and $|\mathbf r_2-\mathbf r_1|$ all to be below $R$, and the last condition can fail as soon as the single displacements exceed $R/2$; the Gaussian gives weight to such configurations at any $R$. The same tail gives the unexpanded interaction a nonzero average. A Gaussian charge cloud of variance $s^2$ per coordinate has the potential $\operatorname{erf}(R/\sqrt2 s)/R$, so $\langle V\rangle=(q^2/R)\big[2\operatorname{erfc}(R/\sqrt2\sigma)-\operatorname{erfc}(R/2\sigma)\big]$. This falls faster than any power of $1/R$ and leaves the coefficients unchanged, but for the oscillator fitted to hydrogen below it is $-179$ microhartree at $R=6$ bohr, where the $C_6$ term is $-139$ microhartree; at $R=12$ bohr it is below $10^{-4}$ microhartree in size. The first few terms are useful only when $R$ is many times $\sigma$. For the oscillator fitted to hydrogen, the three terms through $C_{10}$ reproduce the second-order energy of the unexpanded interaction to 0.5% at 12 bohr ($8.7\sigma$) and to 4.5% at 8 bohr ($5.8\sigma$), and overshoot it by 13% at 6 bohr ($4.3\sigma$), where $\langle V\rangle$ also exceeds the $C_6$ term; at $R=\sqrt{10}\,\sigma$ the $C_8$ term already equals the $C_6$ term, and the truncated series is of no use there.

Equations (1), (7) and (8) can be solved one after another for the parameters. Equation (7) contains $\omega$ as its only unknown:

$$\omega=\frac{4C_6}{3\hbar\alpha^2}.\tag{9}$$

The ratio $C_8/C_6$ then gives the mass,

$$\mu=\frac{5\hbar C_6}{\omega C_8}=\frac{5\hbar C_6}{C_8}\,\frac{3\hbar\alpha^2}{4C_6}=\frac{15\hbar^2\alpha^2}{4C_8},\tag{10}$$

and (1) gives the charge,

$$q^2=\mu\omega^2\alpha=\frac{15\hbar^2\alpha^2}{4C_8}\,\frac{16C_6^2}{9\hbar^2\alpha^4}\,\alpha=\frac{20\,C_6^2}{3\,\alpha\,C_8}.\tag{11}$$

Each step has one solution, so any positive $\alpha$, $C_6$ and $C_8$ fix the oscillator up to the sign of $q$, on which none of the three quantities depends. All three inputs are needed: $\alpha$ and $C_6$ determine $\omega$ and the ratio $q^2/\mu$, and $C_8$ separates charge from mass. No freedom is left for $C_{10}$. Since $C_8^2/C_6=25(\hbar/\mu\omega)^2C_6$,

$$C_{10}=\frac{245}{8\cdot25}\,\frac{C_8^2}{C_6}=\frac{49}{40}\,\frac{C_8^2}{C_6},\tag{12}$$

which can be compared with the value for a real atom.

The hydrogen atom allows such a comparison, because its own coefficients can be computed accurately. This needs the analogue of (4) for a spherical atom with many excitation energies. Split $W_l$ into parts of degree $a$ in $\mathbf r_1$ and $b=l-a$ in $\mathbf r_2$, with $a,b\ge1$. Each part is harmonic in both variables, so it carries angular momentum $a$ on atom 1 and $b$ on atom 2, and different parts do not mix. For spherical ground states its mean square is an angular constant $K_{ab}$ times $\langle r_1^{2a}\rangle\langle r_2^{2b}\rangle/[(2a+1)(2b+1)]$. The constant does not depend on the radial densities, so two Gaussians of unequal variances $\sigma_1^2,\sigma_2^2$ suffice to find it. By (5), $\langle S_l(\mathbf r_2-\mathbf r_1)^2\rangle=(2l-1)!!\,(\sigma_1^2+\sigma_2^2)^l$, and the coefficient of $\sigma_1^{2a}\sigma_2^{2b}$ must equal $K_{ab}(2a-1)!!(2b-1)!!$. With $(2n-1)!!=(2n)!/(2^nn!)$,

$$K_{ab}=\frac{l!}{a!\,b!}\,\frac{(2l-1)!!}{(2a-1)!!\,(2b-1)!!}=\frac{(2l)!}{(2a)!\,(2b)!}.$$

Resolving the mean squares into excited states $i$ of angular momentum $a$, with excitation energies $\Delta_i^a$ and strengths $g_i^a=|\langle i|r^a|0\rangle|^2/(2a+1)$ built from radial matrix elements, gives the second-order coefficients. For $l=2,3,4$ these are the full ones, because the parity argument above applies to each atom separately. In atomic units,

$$C_{2l+2}=\sum_{a+b=l}K_{ab}\sum_{ij}\frac{g_i^a\,g_j^b}{\Delta_i^a+\Delta_j^b},\qquad\alpha=2\sum_i\frac{g_i^1}{\Delta_i^1}.\tag{13}$$

The nuclei are fixed and exchange is left out, as in the model. A basis of 25 Laguerre functions for each $a$ represents the excited states, including the continuum. It gives $\alpha=4.5$, $C_6=6.49903$, $C_8=124.399$ and $C_{10}=3285.8$. The first three, put into (9)–(11), yield

$$\omega=\frac{4\times6.49903}{3\times4.5^2}=0.4279,\qquad\mu=\frac{15\times4.5^2}{4\times124.399}=0.6104,$$

$$q^2=\frac{20\times6.49903^2}{3\times4.5\times124.399}=0.5030,\qquad|q|=0.7092.$$

The quantum $\hbar\omega$ is 0.4279 hartree, or 11.64 eV. The charge is about 0.71 of the elementary charge and the mass about 0.61 of the electron mass. The width is $\sigma=1.384$ bohr.

The prediction (12) is $C_{10}=1.225\times124.399^2/6.49903=2917$, which is 11% below the atom's own value. At $R=12$ bohr the terms in $C_6$ and $C_8$ are $-2.177$ and $-0.289$ microhartree. The $C_{10}$ term is $-0.047$ for the oscillator and $-0.053$ for the atom, so at this distance the model's error in the $C_{10}$ term, 0.006 microhartree, is small compared with the leading terms. It is also smaller than effects left out of the comparison: the oscillator's second-order terms beyond $C_{10}$ add about $-0.013$ microhartree, and for two real hydrogen atoms exchange shifts the singlet and triplet energies by roughly $\mp0.013$ to $\mp0.015$ microhartree at this distance.

The mean-square dipole moment shows a second difference: $3q^2\sigma^2=2.89$ for the oscillator and $3.00$ for the atom. Here the sign can be derived. Let $\langle\Delta\rangle$ be the mean dipole excitation energy with weights proportional to $g_i^1/\Delta_i^1$. By (13) these weights add up to $\alpha/2$ before normalization, so the atom's mean-square dipole is $3\sum_ig_i^1=\tfrac32\alpha\langle\Delta\rangle$. For $C_6$, $K_{11}=6$ and

$$C_6=6\Big(\frac\alpha2\Big)^2\Big\langle\frac{\Delta_i\Delta_j}{\Delta_i+\Delta_j}\Big\rangle\le\frac{3\alpha^2}{2}\Big\langle\frac{\Delta_i+\Delta_j}{4}\Big\rangle=\frac34\alpha^2\langle\Delta\rangle,$$

because $4\Delta_i\Delta_j\le(\Delta_i+\Delta_j)^2$. Comparison with (7) shows $\omega\le\langle\Delta\rangle$ in atomic units. The oscillator's mean-square dipole, $3q^2\sigma^2=\tfrac32\alpha\omega$, therefore cannot exceed that of the atom it represents, and the two are equal if all the dipole strength lies at one energy. The numerical check printed below confirms the coefficients by explicit sums over oscillator states and the inversion by recovering the parameters from them.

## Table of computed values

```
Gaussian averages <W_l^2>/sigma^(2l), dimensionless
  l = 2: 6
  l = 3: 90
  l = 4: 1470
Trial oscillator, explicit sums (atomic units)
  q = 0.9, mu = 0.8, omega = 0.6
  alpha = 2.812500
  C6    = 3.559570
  C8    = 37.078857
  C10   = 473.14167
  C6 from normal modes at R = 15: 3.559573
Hydrogen atom, computed (atomic units)
  alpha = 4.500000
  C6    = 6.49903
  C8    = 124.399
  C10   = 3285.83
Oscillator fixed by alpha, C6, C8 of hydrogen (atomic units)
  omega   = 0.42792 hartree/hbar
  hbar*omega = 11.644 eV
  mu      = 0.61043 electron masses
  q^2     = 0.50301 e^2
  q       = 0.70923 e
  sigma^2 = 1.91412 bohr^2
  sigma   = 1.38352 bohr
Predictions of the oscillator against the atom (atomic units)
  C10, oscillator = 2916.90
  C10, oscillator/atom = 0.8877
  mean-square dipole, oscillator = 2.8885 e^2 bohr^2
  mean-square dipole, atom       = 3.0000 e^2 bohr^2
Energy terms at R = 12 bohr (microhartree)
  -C6/R^6              = -2.1765
  -C8/R^8              = -0.2893
  -C10/R^10 oscillator = -0.0471
  -C10/R^10 atom       = -0.0531
```
